# The RRKM decomposition rate from counting states and equivalent paths

## A hot molecule between collisions

A precursor vapour must travel through a heated line without decomposing and then decompose in the reactor. Collisions give each molecule a changing internal energy. Between two collisions, however, the molecule is isolated and its energy $E$ is fixed. If $E$ exceeds the barrier to losing a ligand, the molecule can break up, but the energy must first gather in the right motion. How fast does this happen at a given $E$, and what does it imply for the temperatures of the line and the reactor?

The answer derived here is the RRKM rate

$$k(E)=\sigma\,\frac{N^\ddagger(E-E_0)}{h\,\rho(E)} .$$

## What is counted

The molecule moves on one electronic potential surface with a saddle between reactant and products. A dividing surface through the saddle separates the two sides. The coordinate $s$ leads across it, with momentum $p$ and effective mass $\mu$; $p>0$ points to the products.

Energies are measured from the reactant's zero-point level. On this scale $E_0$ is the lowest level of the saddle, including the zero-point energy of all its motions except $s$. These other motions have levels $\varepsilon_n\ge 0$, measured from $E_0$.

- $\rho(E)\,dE$ is the number of reactant states between $E$ and $E+dE$. The interval must be wide enough to contain many levels.
- $N^\ddagger(x)$ is the number of saddle levels with $\varepsilon_n\le x$. It is a pure number.

Both counts refer to one labelled structure: identical ligands carry labels, and no symmetry number is divided out. The factor $\sigma$ will account for equivalent saddles.

Three dynamical assumptions enter.

1. Energy spreads over all reactant states of energy $E$ faster than reaction removes molecules.
2. A molecule that crosses the dividing surface outward does not come back.
3. Near the surface, $s$ separates from the other motions and moves classically, without tunnelling.

## The flux through one channel

By the first assumption, every reactant state in the interval $dE$ is equally likely. A set of $dn$ states in this interval therefore has probability

$$dP=\frac{dn}{\rho(E)\,dE}.$$

Fix one saddle level $n$, called a channel. At the dividing surface the energy is

$$E=E_0+\varepsilon_n+\frac{p^2}{2\mu}.$$

Motion along $s$ has one state per phase-space area $h$, so a cell $ds\,dp$ holds $ds\,dp/h$ states. A molecule with momentum $p>0$ crosses the surface within the time $dt$ if it starts no farther away than $ds=(p/\mu)\,dt$. The number of states that cross is

$$dn=\frac{ds\,dp}{h}=\frac{1}{h}\,\frac{p}{\mu}\,dp\,dt .$$

Since $E_0+\varepsilon_n$ is fixed, differentiating the energy gives $dE=(p/\mu)\,dp$. Hence

$$dn=\frac{dE\,dt}{h}.$$

The speed has cancelled: fast molecules cross more often, but a given energy interval contains fewer momentum states for them. Dividing by the population and by $dt$ gives the rate through one open channel,

$$k_n(E)=\frac{1}{dt}\,\frac{dE\,dt/h}{\rho(E)\,dE}=\frac{1}{h\,\rho(E)} .$$

Planck's constant appears because it sets the number of states per phase-space area.

The same flux follows from quantum levels. A particle of mass $m$ in a box of length $L$ has $E_j=j^2h^2/(8mL^2)$ and speed $v=jh/(2mL)$. For large $j$ the density of levels is

$$\frac{dj}{dE}=\frac{4mL^2}{jh^2}.$$

The particle meets a given end wall $v/(2L)=jh/(4mL^2)$ times per unit time. The product of the two is $1/h$, whatever $j$, $m$ and $L$ are. Levels obtained by diagonalization give $1.0001$ for this product times $h$, the deviation being of the size expected from the grid.

## The sum over channels

A channel is open when $p^2/(2\mu)=E-E_0-\varepsilon_n$ is not negative. The number of open channels is $N^\ddagger(E-E_0)$, and each contributes the same rate. For one saddle,

$$k_1(E)=\sum_{\varepsilon_n\le E-E_0}\frac{1}{h\rho(E)}=\frac{N^\ddagger(E-E_0)}{h\,\rho(E)} .$$

This explains why a sum of states stands above and a density below. The excess energy may be divided in any way between the reaction coordinate and the other saddle motions, and all divisions count. The reactant has to have the total energy $E$.

In this treatment the rate is zero below $E_0$. At $E_0$ one channel opens, and the rate starts at the finite value $1/(h\rho(E_0))$ per saddle. Tunnelling would smooth this step and allow some reaction below it.

## The classical limit

For $r$ harmonic reactant modes of frequencies $\nu_i$, a classical oscillator has $1/(h\nu_i)$ states per unit energy. The number of states with total energy up to $E$ is the product of these densities times the volume of the region $\sum_i E_i\le E$, $E_i\ge0$. That volume is $E^r/r!$. Differentiation gives

$$\rho_{\rm cl}(E)=\frac{E^{r-1}}{(r-1)!\,\prod_{i=1}^{r}h\nu_i}.$$

The saddle has $r-1$ modes besides the reaction coordinate, so

$$N^\ddagger_{\rm cl}(E-E_0)=\frac{(E-E_0)^{r-1}}{(r-1)!\,\prod_{i=1}^{r-1}h\nu_i^\ddagger}.$$

In the ratio the factorials cancel. One factor $h$ is left above from the extra reactant mode, and it cancels the $h$ in the rate formula:

$$k_{\rm cl}(E)=\sigma\,\frac{\prod_{i=1}^{r}\nu_i}{\prod_{i=1}^{r-1}\nu_i^\ddagger}\left(\frac{E-E_0}{E}\right)^{r-1}.$$

At fixed $E$ and $E_0$, the bracket becomes smaller as modes are added: with many modes, it is improbable that enough energy gathers in one motion. The classical counts measure energy from the potential minima. If energies above the zero-point levels are inserted instead, $N^\ddagger_{\rm cl}$ vanishes at $E=E_0$ whereas the true count is one. With the energies referred to the minima, the bracket becomes $(E-E_0+Z^\ddagger)/(E+Z)$, where $Z$ and $Z^\ddagger$ are the zero-point energies of reactant and saddle. This form is much closer to the quantum count, although it still fails at threshold.

## Does the rate persist?

The derivation gives the initial rate of a microcanonical population. For the decay to follow $e^{-kt}$, the fraction of the survivors that leaves per unit time must keep its microcanonical value. A classical particle in a plane region of area $A$, with an opening of width $w$ in its wall, shows what this requires.

Let the particle have mass $m$, momentum $p$, speed $v=p/m$ and energy $E=p^2/(2m)$. A momentum ring has area $2\pi p\,dp=2\pi m\,dE$, so

$$\rho=\frac{2\pi mA}{h^2}.$$

At the opening, the transverse position covers $w$ and the transverse momentum runs from $-p$ to $p$. Thus $N^\ddagger=2pw/h$, and

$$k=\frac{N^\ddagger}{h\rho}=\frac{2pw}{h^2}\,\frac{h^2}{2\pi mA}=\frac{wv}{\pi A}.$$

The region used is a unit square with two corner disks removed; the curved walls scatter the trajectories. With $A=0.4966$ and $w=0.03$, the formula gives $1/k=52.0$ in units of side over speed. Particles sent in through the opening stay for $51.9$ on average.

This agreement has a simple reason. In equilibrium with an outside gas, the inward flux equals the outward flux $kn$, where $n$ is the number inside. In a steady state $n$ is also the inward flux times the mean residence time $\tau$. Hence $n=kn\tau$ and $\tau=1/k$, provided that entering trajectories reach the whole interior. The mean alone does not establish exponential decay.

The survival does test it. Of particles started at random inside, a fraction $0.051$ remains after three predicted lifetimes; the exponential law gives $e^{-3}=0.050$. In an empty square with the same opening, the fraction is $0.160$. There, reflections change only the signs of the velocity components. A particle with horizontal speed $|v_x|$ reaches the wall with the opening $|v_x|/2$ times per unit time, since the side is one. If successive heights of impact are treated as independent and evenly spread, its escape rate is $w|v_x|/2$, and each direction decays exponentially at its own rate. The average of exponentials with different rates exceeds the exponential of the average rate, so a slow remainder survives. Averaged over directions, this estimate gives a surviving fraction of $0.143$. Successive heights in the square are in fact correlated, so it is only a qualitative explanation of the excess.

For a molecule, the corresponding failure occurs when some vibrational motions exchange energy with the rest more slowly than the molecule reacts.

## What recrossing does

In classical mechanics, every trajectory that goes from reactant to products crosses the dividing surface outward at least once. Counting all outward crossings can therefore overestimate the reactive flux from a microcanonical population, but not underestimate it. This gives a rule for bond fission without a definite barrier: place the surface where the flux is smallest, possibly at a different position for each energy. The example below assumes a definite saddle.

## Equivalent paths

A molecule $\mathrm{ML_4}$ can lose any of its four ligands. The four saddles have equal fluxes out of the same reactant population, so the fluxes add. In general,

$$k(E)=\sigma k_1(E).$$

To find $\sigma$ from symmetry, let $\Pi$ be the number of permutations of identical nuclei. Combined with the choice of inverting the structure or not, they give $2\Pi$ operations. Two results count as the same labelled structure if a rotation brings them into coincidence.

Let the reactant have rotational symmetry number $s$ and $m$ mirror forms, with $m=1$ if it coincides with its mirror image and $m=2$ if not. The operations that leave it the same number $s$ for a chiral structure and $2s$ for an achiral one, which is $2s/m$ in both cases. The number of distinct labelled reactants is therefore

$$\frac{2\Pi}{2s/m}=\frac{m\,\Pi}{s}.$$

The saddle likewise has $m^\ddagger\Pi/s^\ddagger$ labelled versions. Suppose that each saddle leads out of one labelled reactant. All labelled reactants are equivalent, so each has an equal share:

$$\sigma=\frac{m^\ddagger\,\Pi/s^\ddagger}{m\,\Pi/s}=\frac{m^\ddagger}{m}\,\frac{s}{s^\ddagger}.$$

For tetrahedral $\mathrm{ML_4}$, $s=12$ and $m=1$. Stretching one bond gives a $C_{3v}$ saddle with $s^\ddagger=3$ and $m^\ddagger=1$, hence $\sigma=12/3=4$. A saddle in which two ligands move alike has $C_{2v}$ symmetry and $\sigma=12/2=6$, the number of ligand pairs. If the two move unequally but a mirror plane remains, $\sigma=12$. A chiral saddle with no symmetry has $m^\ddagger=2$ and $\sigma=24$. Explicit listing of the labelled saddles confirms these four numbers.

The additivity can also be seen in the motion. A second, mirror-image opening in the billiard should halve the residence time to $26.0$; the trajectories give $26.3$. The difference is about one per cent of the prediction, compatible with the statistical error of 20000 trajectories.

If the state counts are already divided by symmetry numbers, the factor $s/s^\ddagger$ is contained in them:

$$\frac{m^\ddagger N^\ddagger/s^\ddagger}{h\,m\rho/s}=\sigma\,\frac{N^\ddagger}{h\rho}.$$

Multiplying this by $\sigma$ again would count the paths twice. Division by symmetry numbers describes an average over nuclear-spin species. A rate resolved by species, especially near threshold where few states are open, needs separate counts.

## From fixed energy to fixed temperature

When collisions are frequent enough to maintain a Boltzmann distribution, the probability of energy $E$ is $\rho(E)e^{-\beta E}dE/Q$. Here $\beta=1/(k_BT)$ and $Q=\int\rho\,e^{-\beta E}dE$. The mean rate is

$$k_\infty=\int_{E_0}^{\infty}\frac{\sigma N^\ddagger(E-E_0)}{h\rho(E)}\,\frac{\rho(E)e^{-\beta E}}{Q}\,dE .$$

The reactant density cancels. With $x=E-E_0$,

$$k_\infty=\frac{\sigma e^{-\beta E_0}}{hQ}\int_{0}^{\infty}N^\ddagger(x)e^{-\beta x}dx .$$

Each level $\varepsilon_n$ adds one to $N^\ddagger(x)$ for all $x\ge\varepsilon_n$. Its contribution to the integral is

$$\int_{\varepsilon_n}^{\infty}e^{-\beta x}dx=k_BT\,e^{-\beta\varepsilon_n}.$$

Summing over $n$ gives $k_BT\,Q^\ddagger$, where $Q^\ddagger=\sum_n e^{-\beta\varepsilon_n}$. Therefore

$$k_\infty(T)=\sigma\,\frac{k_BT}{h}\,\frac{Q^\ddagger}{Q}\,e^{-E_0/k_BT}.$$

This is the canonical transition-state rate, valid in the high-pressure limit. At lower pressure, reaction depletes the energetic molecules. Suppose that each collision, at frequency $\omega$, restores the Boltzmann distribution $f(E)$, and that the total loss is slow. The steady population $g(E)$ then obeys $\omega f=(\omega+k)g$, so

$$g(E)=\frac{\omega}{\omega+k(E)}\,f(E).$$

The population is reduced wherever $k(E)$ is not small compared with $\omega$, and the thermal rate lies below $k_\infty$.

## A model precursor

Take a model tetrahedral $\mathrm{ML_4}$ that loses one ligand through a $C_{3v}$ saddle. All parameters are round choices and represent no named compound. Energies are given in $\mathrm{cm^{-1}}$, that is, as $E/(hc)$. With $\rho$ per $\mathrm{cm^{-1}}$, the factor $1/h$ then becomes $c=2.998\times10^{10}\ \mathrm{cm\,s^{-1}}$.

- Reactant modes: 600, 700 (three), 200 (two), 250 (three).
- Saddle modes: 600, 700 (two), 250, 200 (two), 100 (two).
- Barrier: $E_0=20000\ \mathrm{cm^{-1}}$, or $239\ \mathrm{kJ\,mol^{-1}}$.

The modes are harmonic and the total angular momentum is zero. Using the resulting vibrational rates for a thermal gas amounts to assuming equal rotational partition functions for reactant and saddle.

At threshold, $N^\ddagger=1$ and $\rho=1.019\times10^7$ per $\mathrm{cm^{-1}}$:

$$k=\frac{4\times1\times2.998\times10^{10}}{1.019\times10^{7}}=1.18\times10^4\ \mathrm{s^{-1}}.$$

At $E=22000\ \mathrm{cm^{-1}}$ the density has only doubled, to $2.05\times10^7$, but $N^\ddagger$ has risen to $1.26\times10^4$. The rate is $7.3\times10^7\ \mathrm{s^{-1}}$. Just above threshold, the opening of channels controls the growth of the rate.

The classical limit can be judged with these numbers. After common modes cancel, the frequency ratio is $700\times250^2/100^2=4375\ \mathrm{cm^{-1}}$. Multiplication by $\sigma c$ gives $5.25\times10^{14}\ \mathrm{s^{-1}}$. At $22000\ \mathrm{cm^{-1}}$ the bracket is $(1/11)^8$, so $k_{\rm cl}=2.4\times10^6\ \mathrm{s^{-1}}$, a factor of 30 below the counted rate. At $40000\ \mathrm{cm^{-1}}$ the bracket is $(1/2)^8$ and $k_{\rm cl}=2.0\times10^{12}\ \mathrm{s^{-1}}$, against the counted $2.5\times10^{12}\ \mathrm{s^{-1}}$. Most of this shortfall comes from measuring energies from the zero-point levels. With $Z=1925$ and $Z^\ddagger=1425\ \mathrm{cm^{-1}}$, the bracket at $22000\ \mathrm{cm^{-1}}$ is $(3425/23925)^8$ and $k_{\rm cl}=9.3\times10^7\ \mathrm{s^{-1}}$, which is 26 % above the counted rate. At $40000\ \mathrm{cm^{-1}}$ the two agree within one per cent, while at threshold the classical value is 14 times too high.

The counted rate at $40000\ \mathrm{cm^{-1}}$ also marks a limit of the theory. It corresponds to a lifetime of $0.41$ ps, while the slowest reactant mode, at $200\ \mathrm{cm^{-1}}$, has a period of $0.17$ ps. Complete energy spreading within two or three such periods is doubtful.

## The two working temperatures

For the thermal rate at $900$ K, $k_BT/(hc)=625.5\ \mathrm{cm^{-1}}$ and $k_BT/h=1.875\times10^{13}\ \mathrm{s^{-1}}$. A harmonic mode contributes $1/(1-e^{-h\nu/k_BT})$ to its partition function. Common modes cancel, leaving

$$\frac{Q^\ddagger}{Q}=\frac{(1-e^{-700/625.5})(1-e^{-250/625.5})^2}{(1-e^{-100/625.5})^2}=3.35 .$$

The Boltzmann factor is $e^{-31.97}=1.30\times10^{-14}$, and

$$k_\infty=4\times1.875\times10^{13}\times3.35\times1.30\times10^{-14}=3.3\ \mathrm{s^{-1}}.$$

The thermal integral over the counted states gives the same rate.

At constant temperature the surviving fraction is $e^{-k_\infty t}$. Let the delivery line allow a loss of 1 % in one hour:

$$k_\infty=\frac{-\ln 0.99}{3600\ \mathrm{s}}=2.79\times10^{-6}\ \mathrm{s^{-1}}.$$

The model reaches this rate at $630$ K ($357\,^\circ$C). Let the reactor require 90 % conversion in $0.1$ s:

$$k_\infty=\frac{-\ln 0.10}{0.1\ \mathrm{s}}=23.0\ \mathrm{s^{-1}},$$

which is reached at $957$ K ($684\,^\circ$C). In the high-pressure limit, the vapour meets neither requirement in the $327$ K between them. The lower end of the delivery window is set by volatility, which is not treated here.

With $\sigma=1$ instead of 4, the delivery limit would come out at $649$ K, which is $19$ K too high relative to the result with all four paths. The size of this shift follows from the exponential. If the slow temperature dependence of the prefactor is neglected, equal rates require

$$\frac{1}{T'}=\frac1T-\frac{k_B\ln4}{E_0}.$$

With $E_0/k_B=2.88\times10^4$ K and $T=630$ K, this gives $T'\approx650$ K.

The barrier matters more. With a constant prefactor, a given rate fixes $E_0/(k_BT)$, so $T$ is proportional to $E_0$. A barrier error of 5 %, here $1000\ \mathrm{cm^{-1}}$, moves the delivery limit by $0.05\times630=31.5$ K on this estimate, and by $31$ K with the full rate expression.

Both temperatures concern unimolecular loss in the gas in the high-pressure limit. This limit requires $\omega\gg k(E)$ at the energies that contribute to the thermal rate, which this model does not meet in the reactor even at atmospheric pressure. At $957$ K the typical reacting molecule has $k(E)\approx3\times10^9\ \mathrm{s^{-1}}$. A hard-sphere estimate (mass 150 u in nitrogen, collision diameter 5 Å) gives $\omega\approx6\times10^9\ \mathrm{s^{-1}}$ at 1 atm. Under the collision model above, lower pressure slows this loss, so the delivery limit is then on the safe side for this channel. Reactions on walls or between molecules can still consume the precursor at lower temperatures. For the reactor the effect of pressure is unfavourable: below the high-pressure limit, this channel alone gives the required conversion only above $957$ K, and at the reduced pressures common in vapour deposition the difference is large in this model. With the same estimate of $\omega$, the rate at $957$ K is about $0.6\,k_\infty$ at 1 atm and $0.1\,k_\infty$ at 10 Torr. The required reactor temperature rises to about $975$ K at 1 atm, $1050$ K at 10 Torr and $1120$ K at 1 Torr, while the delivery limit moves only to $632$, $645$ and $661$ K.

## Numbers as computed

```
box: level density x wall frequency x h = 1.0001
billiard: free area = 0.4966, exit width = 0.03 (side = 1), trajectories = 20000
billiard, 1 exit(s): mean residence time = 51.93, statistical formula = 52.01 (side/speed)
billiard, 2 exit(s): mean residence time = 26.25, statistical formula = 26.00 (side/speed)
survival after 3 predicted lifetimes, chaotic = 0.0508
survival after 3 predicted lifetimes, empty square = 0.1600
survival after 3 lifetimes, exponential law = 0.0498
tetrahedral reactant: symmetry number = 12, mirror forms = 1
saddle C3v: symmetry number = 3, mirror forms = 1, listed paths = 4
saddle C2v: symmetry number = 2, mirror forms = 1, listed paths = 6
saddle Cs: symmetry number = 1, mirror forms = 1, listed paths = 12
saddle C1: symmetry number = 1, mirror forms = 2, listed paths = 24
reactant modes (cm^-1): 600 700 700 700 200 200 250 250 250
saddle modes (cm^-1): 600 700 700 250 200 200 100 100
barrier E0 = 20000 cm^-1 = 239.3 kJ/mol
path degeneracy used = 4
E = 20000 cm^-1: N = 1, rho = 1.019e+07 per cm^-1, k = 1.177e+04 s^-1
E = 22000 cm^-1: N = 1.257e+04, rho = 2.052e+07 per cm^-1, k = 7.344e+07 s^-1
E = 25000 cm^-1: N = 2.329e+06, rho = 5.29e+07 per cm^-1, k = 5.280e+09 s^-1
E = 30000 cm^-1: N = 2.429e+08, rho = 2.071e+08 per cm^-1, k = 1.407e+11 s^-1
E = 40000 cm^-1: N = 3.753e+10, rho = 1.835e+09 per cm^-1, k = 2.452e+12 s^-1
T = 500 K: averaged k = 1.5404e-11 s^-1, partition functions = 1.5404e-11 s^-1
T = 700 K: averaged k = 2.9204e-04 s^-1, partition functions = 2.9204e-04 s^-1
T = 900 K: averaged k = 3.2687e+00 s^-1, partition functions = 3.2687e+00 s^-1
T = 1100 K: averaged k = 1.2393e+03 s^-1, partition functions = 1.2393e+03 s^-1
1 % loss in 3600 s: k = 2.792e-06 s^-1, T = 630.1 K = 357.0 C
90 % conversion in 0.1 s: k = 23.03 s^-1, T = 957.2 K = 684.1 C
gap between the two temperatures = 327.1 K
delivery limit if the degeneracy is forgotten = 649.4 K, error = 19.3 K
```
